# Unambiguous range of a time-of-flight sensor modulated at 100 MHz

**Question**

I have an exercise on a time-of-flight image sensor. The light source is modulated at a single frequency, 100 MHz, and each pixel measures the phase of the returned light. I am asked for the unambiguous range.

The modulation period is 10 ns, and light travels about 3 m in that time, so my first answer was 3 m. But the light has to go out and come back, and I am not sure where that enters. I also have three doubts about the idea itself.

1. The pixel only collects charge. How does it obtain a phase, and does the method use the full circle of phase or half of it?
2. A distant target looks dimmer than a near one. Why can't the sensor use brightness to decide between two distances with the same phase?
3. Real light sources are not perfect sinusoids, and electrons take time to drift through silicon. Do such things change the range?

**Answer**

The round trip supplies the factor you are missing. I shall derive the range first and then use a target beyond it to answer your other questions.

**From distance to phase**

Let $d$ be the one-way distance to the target, $f$ the modulation frequency and $T=1/f$ its period. Source and sensor sit side by side, and the light returns by one direct path. It covers a length $2d$, so its delay is

$$\tau=\frac{2d}{c}.$$

A delay of one full period is a phase of $2\pi$, so the phase lag of the returned modulation is

$$\phi=2\pi f\tau=\frac{4\pi f d}{c}.$$

This is the phase of the modulation envelope, not of the optical wave.

The modulation is steady and repeats after $T$. Delaying it by a whole number of periods therefore leaves it unchanged. Two distances $d$ and $d'$ give the same waveform, apart from its strength, if

$$\frac{2(d'-d)}{c}=mT=\frac{m}{f},\qquad m=0,\pm1,\pm2,\dots$$

Multiplying by $c/2$ gives $d'-d=mc/(2f)$. The smallest nonzero separation is

$$U=\frac{c}{2f}=\frac{299\,792\,458\ \text{m/s}}{2\times10^{8}\ \text{s}^{-1}}=1.499\ \text{m}.$$

The unambiguous range is thus about 1.5 m. Your 3 m is the change in the *total* path. Moving the target by 1.5 m changes the outward and return paths by 1.5 m each.

So far we know that distances separated by $U$ are confused. We must still show that distances within one interval $0\le d<U$ are not, and this depends on how the pixel measures phase.

**How charge becomes phase**

Suppose the light is a fully modulated sinusoid on top of constant ambient light. The pixel takes four samples. For sample $k=0,1,2,3$, a gate synchronised with the source is open for half of each period, centred at $t=kT/4$. Let $S$ and $A$ be the mean numbers of signal and ambient electrons in one sample, summed over the whole exposure. If all the periods of the exposure are folded onto one, the electron rate is

$$r(t)=\frac{2}{T}\left[A+S+S\cos(\omega t-\phi)\right],\qquad \omega=2\pi f.$$

The factor $2/T$ makes the constant part contribute $A+S$ in a gate of length $T/2$. The oscillating part contributes

$$\frac{2S}{T}\int_{(k-1)T/4}^{(k+1)T/4}\cos(\omega t-\phi)\,dt
=\frac{2S}{\omega T}\Big[\sin(\omega t-\phi)\Big]_{(k-1)T/4}^{(k+1)T/4}.$$

Since $\omega T=2\pi$, the prefactor is $S/\pi$, and the limits correspond to $\omega t=k\pi/2\pm\pi/2$. With $\sin(x+\pi/2)=\cos x$ and $\sin(x-\pi/2)=-\cos x$, the bracket equals $2\cos(k\pi/2-\phi)$. The cosine is even, so

$$Q_k=A+S+\frac{2S}{\pi}\cos\!\left(\phi-\frac{k\pi}{2}\right).$$

For $k=0,1,2,3$ the cosine becomes $\cos\phi$, $\sin\phi$, $-\cos\phi$ and $-\sin\phi$. Subtracting opposite samples removes the constant part:

$$Q_0-Q_2=\frac{4S}{\pi}\cos\phi,\qquad Q_1-Q_3=\frac{4S}{\pi}\sin\phi.$$

These are the two coordinates of a point on a circle of radius $4S/\pi$. Together they fix one angle in $0\le\phi<2\pi$, obtained with the two-argument arctangent, which uses both signs. As $d$ goes from 0 to $U$, $\phi$ goes once round this circle, so each distance in the interval has its own phase.

This answers your first doubt: the four-sample method uses the full circle. With $Q_0-Q_2$ alone, $\phi$ and $2\pi-\phi$ would give the same reading. Because $d=U\phi/(2\pi)$, the distances $d$ and $U-d$ would then be confused even if $S$ were known. With $S$ unknown, a whole stretch of distances would fit.

**A target beyond the range**

Take a target at 2.10 m with reflectivity 0.70, and let $S=20000$ and $A=10000$ electrons. The delay is 14.01 ns, longer than the 10 ns period. The total phase is 8.80 rad, but the pixel sees

$$8.80-6.28=2.52\ \text{rad}.$$

The four charges are 19654, 37421, 40346 and 22579 electrons, in the order $k=0$ to $3$. Their differences are

$$Q_0-Q_2=-20692,\qquad Q_1-Q_3=14842\ \text{electrons}.$$

The first is negative and the second positive, so the angle lies in the second quadrant:

$$\phi=\pi-\arctan\frac{14842}{20692}=2.519\ \text{rad}.$$

The reported distance is

$$d_{\rm rep}=\frac{U\phi}{2\pi}=\frac{1.499\times2.519}{6.283}=0.601\ \text{m}.$$

This is the true distance less one range, $2.10-1.499=0.601$ m. If only $Q_0-Q_2$ and the signal $S$ were known, 0.898 m would be a second candidate inside the interval.

The range can also be found without using $c/(2f)$. Starting at 2.10 m, the target was moved away in a numerical search, with the returned signal strength held fixed, and the four gate integrals were recomputed. The charges first repeated after 1.498962 m, in agreement with the formula.

**Why brightness does not settle it**

Consider a diffuse target that is larger than the patch viewed by one pixel. The source light spreads out, so the illumination of the target falls as $1/d^2$. On the return, light from each small area is also diluted as $1/d^2$, but the area viewed by the pixel grows as $d^2$. These two factors cancel. For reflectivity $\rho$ and a fixed tilt of the surface,

$$S\propto\frac{\rho}{d^2}.$$

A nearer target at $d'$ returns the same signal if

$$\rho'=\rho\left(\frac{d'}{d}\right)^2
=0.70\left(\frac{0.601}{2.10}\right)^2=0.057.$$

A dark surface at 0.601 m therefore gives the same four mean charges as the bright surface at 2.10 m, with the ambient charge held fixed. Since a dark surface also reflects less ambient light, equal ambient charges require stronger ambient illumination on the near target. If that illumination were known, the ambient charge would give a clue to the reflectivity, but in general it is not known. Brightness depends on distance, reflectivity and the tilt of the surface, and the last two are generally unknown.

Brightness can still exclude some candidates. A diffuse surface cannot have a reflectivity above 1, so a strong return may be impossible from a far candidate if the source power and optics are calibrated. That uses information beyond the phase, and it does not separate the two targets above.

There is another possible clue. If the light and the gates start together, the farther target misses one more period of signal at the start. For a 1 ms exposure the missing charge, averaged over the four samples, is

$$S\frac{T}{1\ \text{ms}}=20000\times10^{-5}=0.20\ \text{electrons}.$$

The shot noise of one mean sample is $\sqrt{A+S}=173$ electrons, so this clue is useless in a single measurement here.

**Range is not precision**

The value of $U$ says where readings repeat, not how finely they can be made. To find the shot noise, write $a=2S/\pi$, $X=Q_0-Q_2=2a\cos\phi$ and $Y=Q_1-Q_3=2a\sin\phi$. The charges are independent Poisson numbers, each with variance equal to its mean. Hence

$$\operatorname{Var}X=Q_0+Q_2=2(A+S),\qquad
\operatorname{Var}Y=Q_1+Q_3=2(A+S).$$

For small fluctuations, the change in angle is the displacement along the circle divided by its radius:

$$\delta\phi=\frac{\cos\phi\,\delta Y-\sin\phi\,\delta X}{2a}.$$

$X$ and $Y$ use different samples, so they are independent. Since $\cos^2\phi+\sin^2\phi=1$,

$$\sigma_\phi^2=\frac{2(A+S)}{4a^2},\qquad
\sigma_\phi=\frac{\sqrt{(A+S)/2}}{2S/\pi}=0.0096\ \text{rad}.$$

A simulation with 200000 Poisson draws of the four charges also gives 0.0096 rad. Multiplication by $U/(2\pi)$ gives a distance noise of 2.3 mm.

Noise does matter at the ends of the interval. A target just below $U$ can have its phase pushed past $2\pi$, and the reading then jumps to nearly zero. With the target one standard deviation below $U$, this happened in 16.1 % of the simulated readings. A usable working interval therefore needs a margin of several standard deviations at each end.

A lower frequency gives a longer range. At 20 MHz the same search finds a repetition after 7.495 m, five times as far. But one radian then also stands for five times the distance. With the same charges and contrast, the shot noise grows fivefold, to about 11 mm. In this comparison, range is bought with precision.

**Light that is not a sinusoid**

The argument for $U$ used the period of the light, not its shape. Any steady waveform with period $T$ therefore repeats after $U$. Its shape can, however, distort the distance scale within the interval. With the half-period gates used here, pulses shorter than a quarter period even give whole stretches of distance the same reading, because the pulse can move without crossing the edge of any gate.

Take square-wave light, on for half the period, and let $0\le\phi\le\pi/2$ with $u=2\phi/\pi$. As fractions of a half period, the overlaps of the light with gates 0 and 2 are $1-\phi/\pi$ and $\phi/\pi$. Those with gates 1 and 3 are $1/2+\phi/\pi$ and $1/2-\phi/\pi$. The two differences are therefore proportional to $1-u$ and $u$, and the arctangent returns

$$\phi_{\rm rep}=\arctan\frac{u}{1-u},\qquad
\frac{d\phi_{\rm rep}}{du}=\frac{1}{(1-u)^2+u^2}>0.$$

The reported phase rises steadily from 0 to $\pi/2$. Advancing $\phi$ by another quarter turn merely relabels the gates, so the same holds in the other quadrants. The scale is bent but remains one-to-one, and $U$ is unchanged.

The error $\phi_{\rm rep}-\pi u/2$ is extreme where its derivative vanishes:

$$\frac{1}{(1-u)^2+u^2}=\frac{\pi}{2}
\quad\Rightarrow\quad
u=\frac12\left(1\pm\sqrt{\frac4\pi-1}\right).$$

At these points its size is 0.071 rad, or 17 mm. It is a systematic error that can be calibrated if the waveform is stable.

**Electron drift in silicon**

Let electrons be generated uniformly through a layer, so that their drift times are spread evenly between 0 and $t_d$. The average effect on the modulation is

$$\frac1{t_d}\int_0^{t_d}e^{-i\omega t}dt
=\frac{1-e^{-i\omega t_d}}{i\omega t_d}
=e^{-i\omega t_d/2}\,\frac{\sin(\omega t_d/2)}{\omega t_d/2}.$$

The last step takes out the factor $e^{-i\omega t_d/2}$ and uses $e^{ix}-e^{-ix}=2i\sin x$. The exponential is an added phase lag $\omega t_d/2=\pi ft_d$, and the remaining factor reduces the contrast. The distance offset is

$$\delta=\frac{c}{4\pi f}\,\pi ft_d=\frac{ct_d}{4}.$$

For a 5 µm layer, a mobility of roughly 1400 cm²/Vs and a field of 0.001 MV/cm, the drift speed is $1.4\times10^6$ cm/s. This gives $t_d=0.357$ ns and $\delta=26.8$ mm, with a contrast factor of 0.998. These values assume that the field fills the whole layer. If the same layer had no field, the electrons would arrive by diffusion alone, the offset would be about 18 cm and the contrast would be roughly halved.

A constant offset cancels in $d'-d$, so it does not alter $U$. It moves the interval: without correction, the reading wraps at $d=U-\delta$ instead of $d=U$.

The offset is not perfectly constant in use. If mobility falls with absolute temperature roughly as $T_{\rm abs}^{-2.4}$, warming from 300 K to 350 K at the same field adds 12 mm. The other corrections are smaller:

- Light near 850 nm has an absorption length of roughly 18 µm. If it enters opposite the collecting gates, more electrons start far from them, and the offset becomes 28.0 mm.
- The drift speed stops growing in proportion to the field as it nears a saturation velocity $v_s$ of roughly $10^7$ cm/s. If $v_0$ is the speed found above and the true speed is modelled as $v_0/\sqrt{1+(v_0/v_s)^2}$, the drift time rises by about 1 %. The result depends on the model: $v_0/(1+v_0/v_s)$ would give 14 %, or about 4 mm of offset. The size of this correction is therefore uncertain.
- Diffusion during the longest drift spreads arrival times by about 0.115 ns, which multiplies the contrast of those electrons by an estimated 0.997. Averaged over all depths, the factor is about 0.999.

**Beside a real depth camera**

The example is a simplified model of a near-infrared silicon depth camera. Its charges and exposure are round values. Gate switching and light-source rise times are left out. They can lower the contrast, which increases the noise, and delay the modulation, which adds an offset of possibly several centimetres. If they are the same in every period, they leave $U$ alone. Two quantities do change $U$ itself. Air, with a refractivity of roughly $2.7\times10^{-4}$, shortens it by 0.40 mm, and a clock error of 50 ppm changes it by 0.075 mm.

Real scenes also break the assumption of a single path. For sinusoidal light, represent the direct return by 1 and a stray return by $re^{i\psi}$, with $r<1$. As $\psi$ varies, their sum traces a circle of radius $r$ about 1. The largest angle seen from the origin is that of a tangent to this circle, whose sine is $r$. The phase error is thus at most $\arcsin r$, which is 11.9 mm for $r=0.05$. With square-wave light the error can be somewhat larger. Unlike a fixed offset, it changes with the scene.

The target must also stay nearly still. At 1 m/s along the line of sight, it moves 4 mm during four successive 1 ms exposures, so the four charges no longer belong to one distance.

For your exercise, the answer is $U=c/(2f)\approx1.5$ m. In the examples above with sinusoidal or square-wave light, each imperfection taken alone shifts or blurs a reading by a few centimetres or less, apart from the jump of about one range when a reading wraps. None of them turns the range into 3 m. The remaining digits are in the numerical output below.

## Computed results

```
modulation frequency: 100 MHz
speed of light: 299792458 m/s
modulation period: 10.0 ns
unambiguous range, formula: 1.498962 m
repetition distance, blind search: 1.498962 m
repetition distance at 20 MHz, search: 7.4948 m
target distance: 2.10 m; reflectivity: 0.70
mean signal per sample: 20000 electrons
mean ambient per sample: 10000 electrons
round-trip delay: 14.010 ns
total phase: 8.8025 rad
charge Q0: 19653.9 electrons
charge Q1: 37421.0 electrons
charge Q2: 40346.1 electrons
charge Q3: 22579.0 electrons
difference Q0-Q2: -20692.2 electrons
difference Q1-Q3: 14842.1 electrons
measured phase: 2.5194 rad
reported distance: 0.6010 m
near target with same charges: 0.6010 m
its reflectivity: 0.0573
second candidate from Q0-Q2 alone: 0.8979 m
air refractivity (rough): 2.7e-04
reduction of range by air: 0.40 mm
clock error (rough): 50 ppm
range change from clock error: 0.075 mm
shot-noise phase, formula: 0.00962 rad
shot-noise phase, simulation: 0.00960 rad
shot-noise distance: 2.29 mm
wrapped readings one sigma below U: 16.1 %
square-wave largest phase error: 0.0711 rad
square-wave largest distance error: 17.0 mm
second-path relative amplitude: 0.05
second-path largest error: 11.9 mm
silicon layer: 5 um
absorption length near 850 nm (rough): 18 um
electron mobility (rough): 1400 cm2/Vs
drift field: 0.001 MV/cm
longest drift time: 0.357 ns
drift offset, uniform generation: 26.8 mm
drift contrast factor: 0.9979
drift offset with absorption profile: 28.0 mm
offset change from 300 K to 350 K: 12.0 mm
saturation velocity (rough): 1e+07 cm/s
drift-time increase by saturation: 1.0 %
diffusion time spread: 0.115 ns
diffusion contrast factor: 0.9974
exposure per sample: 1.0 ms
target speed: 1.0 m/s
motion in four exposures: 4.0 mm
burst-start charge difference: 0.20 electrons
shot noise of one mean sample: 173 electrons
```
